# Why a Flux Jump Can Make the Island-Size Distribution Bimodal

**Question.** Atoms are deposited on a flat crystal surface, where they diffuse, meet and form islands one layer high. At constant flux the islands have a broad range of sizes with a single maximum. Why can a sudden increase of the flux, made when the islands have already grown, produce a second maximum at small sizes, and under what conditions does it do so?

**Answer.**

## The mechanism

A freshly landed atom, called an adatom, wanders until it meets an existing island or another adatom. The first event makes an island larger; the second creates a new one. As islands accumulate, adatoms are caught sooner, their density falls, and meetings between them become rare. Nucleation therefore fades while growth continues.

A sudden rise of the flux by a factor $r$ upsets this balance. The islands present are as numerous as before, so each adatom lives about as long as before, but $r$ times as many arrive per second. The adatom density rises by nearly $r$. Pair meetings go as its square, so nucleation per second rises by nearly $r^2$, and nucleation per deposited atom by nearly $r$. The new islands start as dimers, while the old ones already hold many atoms. Whether the two groups appear as two maxima depends on how sharply island size records the time of birth.

## Island sizes as a record of adatom density

Let $n_1$ be the number of adatoms per site, $n_s$ that of islands with $s\ge2$ atoms, and $N=\sum_{s\ge2}n_s$. The flux $F$ is in monolayers (ML) per second, and $D$ is the adatom diffusion coefficient in sites$^2$/s. Dimers are taken to be stable and immobile, nothing desorbs, and direct landing on islands is neglected. In mean-field theory with capture numbers $\sigma$ for islands of every size and $\sigma_1$ for adatom pairs,

$$\frac{dn_1}{dt}=F-2\sigma_1Dn_1^2-\sigma Dn_1N,\qquad \frac{dN}{dt}=\sigma_1Dn_1^2 .$$

The factor 2 appears because each nucleation uses two adatoms. The sizes obey

$$\frac{dn_2}{dt}=\sigma_1Dn_1^2-\sigma Dn_1n_2,\qquad \frac{dn_s}{dt}=\sigma Dn_1(n_{s-1}-n_s)\quad(s>2).$$

Every island gains atoms at the same mean rate $\sigma Dn_1$. Define a growth clock by $d\tau=\sigma Dn_1\,dt$, so that $\tau$ counts the mean number of atoms gained. Division by $\sigma Dn_1$ gives

$$\frac{dn_2}{d\tau}=\frac{\sigma_1}{\sigma}n_1-n_2,\qquad \frac{dn_s}{d\tau}=n_{s-1}-n_s .$$

An island born at $\tau'$ has age $x=\tau-\tau'$ on this clock. The probability that it has gained $k$ atoms is the Poisson weight $P_k(x)=e^{-x}x^k/k!$, because $dP_k/dx=P_{k-1}-P_k$ and $P_k(0)=\delta_{k0}$. The number of births in $d\tau'$ is $\sigma_1Dn_1^2dt=(\sigma_1/\sigma)n_1d\tau'$. Summing over births,

$$n_s(\tau)=\frac{\sigma_1}{\sigma}\int_0^\tau n_1(\tau')\,P_{s-2}(\tau-\tau')\,d\tau' .$$

The size distribution is thus the history of the adatom density, read backwards and blurred by chance in the attachment. For the example below, this integral agrees with direct integration of the equations for all sizes up to 141 atoms to within $4\times10^{-6}$ of the largest $n_s$.

## Why constant flux gives one maximum

First consider the history. At a stationary point of $n_1$ under constant flux, differentiating the adatom equation and setting $dn_1/dt=0$ leaves

$$\frac{d^2n_1}{dt^2}=-\sigma Dn_1\frac{dN}{dt}<0 .$$

Every stationary point is a maximum. Two maxima would need a minimum between them, so there is at most one. A smoothly falling flux adds the negative term $dF/dt$, and a downward step lowers the slope of $n_1$; neither can create a minimum. Since $\tau$ increases with $t$, the same holds for $n_1$ as a function of $\tau$.

It remains to show that the blur cannot add a maximum. Write $h(x)=n_1(\tau-x)$, set to zero for $x>\tau$, and $a_k=\int_0^\infty P_k h\,dx$, which is $n_{k+2}$ up to a constant factor. Suppose the sizes had a dip, $a_j<a_i$ and $a_j<a_k$ with $i<j<k$. Choose $c$ between $a_j$ and the smaller of $a_i,a_k$, and let $g=h-c$. Because $\int_0^\infty P_k\,dx=1$, the numbers $b_k=\int_0^\infty P_k g\,dx=a_k-c$ satisfy $b_i>0$, $b_j<0$, $b_k>0$.

As $h$ has one maximum, $g$ is positive between two points $x_1<x_2$ and not positive outside. With $p=j-i$ and $q=k-i$, take

$$Q(x)=x^i\left(\alpha-x^p+\gamma x^q\right),\quad \gamma=\frac{x_2^p-x_1^p}{x_2^q-x_1^q},\quad \alpha=\frac{x_1^px_2^p\,(x_2^{q-p}-x_1^{q-p})}{x_2^q-x_1^q}.$$

These coefficients are positive for $x_1>0$ and make the bracket vanish at $x_1$ and $x_2$. The bracket first falls and then rises, since its derivative has a single positive zero, so $Q$ is negative between $x_1$ and $x_2$ and positive outside. Hence $Qg\le0$ everywhere and $\int e^{-x}Qg\,dx\le0$. The same integral equals $\alpha\,i!\,b_i-j!\,b_j+\gamma\,k!\,b_k>0$, a contradiction. If $h$ exceeds $c$ from $x=0$ on, then $x_1=0$ and $\alpha=0$, and the argument still holds. If $h$ never exceeds $c$, then $b_i>0$ is impossible.

Within this mean-field model, with $D$ constant, a second maximum therefore requires a rise of the flux at some time. A sudden drop of $D$, for instance on cooling, can act in the same way, because at a given coverage only the ratio $F/D$ matters.

## What the jump does

Well after the start of deposition, and while $n_1\ll N$, arrival and capture by islands nearly balance:

$$n_1=\frac{F}{\sigma DN}.$$

Insert this into $dN/dt$ and divide by $d\theta/dt=F$, where $\theta$ is the coverage:

$$\frac{dN}{d\theta}=\frac{\sigma_1}{\sigma^2}\frac{F}{D}\frac1{N^2}\quad\Rightarrow\quad N_0^3=3\,\frac{\sigma_1}{\sigma^2}\frac{F_1}{D}\,\theta_0$$

for constant flux $F_1$ up to $\theta_0$. Let the flux then jump to $rF_1$. The adatom density reaches its new balance in a time of about $1/(\sigma DN_0)$, during which about $rn_1$ atoms per site arrive, with $n_1$ taken before the jump. If $rn_1\ll N_0$, the island density barely changes meanwhile, and $n_1$ rises by nearly $r$. Integrating again over a further coverage $\Delta\theta$,

$$\frac{N}{N_0}=\left[1+r\,\frac{\Delta\theta}{\theta_0}\right]^{1/3}.$$

The clock follows from $d\tau=\sigma Dn_1dt=d\theta/N$. Before the jump $N=N_0(\theta/\theta_0)^{1/3}$, so the oldest islands have gained

$$\tau_0=\int_0^{\theta_0}\frac{d\theta}{N}=\frac{3\theta_0}{2N_0}.$$

After it, $N^2dN=rN_0^3\,d\theta/(3\theta_0)$, and all islands then present gain a further

$$\Delta\tau=\int\frac{3\theta_0}{rN_0^3}\,N\,dN=\frac{3\theta_0}{2rN_0}\left[\left(\frac{N}{N_0}\right)^2-1\right].$$

These laws were tested against the full balance equations at initial $D/F=10^{10}$, $\sigma=4$, $\sigma_1=2$, $r=10$, $\theta_0=0.10$ and $\Delta\theta=0.04$. The growth of $N$ came out as 1.708 against 1.710 from the law, the clock gain as 185.3 against 185.8, and the adatom rise as 9.90 against 10.

Young islands have ages between 0 and $\Delta\tau$, so $2+\Delta\tau$ is the mean size of the oldest among them, not the position of their maximum. Had $n_1$ been constant since the jump, their contribution would be proportional to $\int_0^{\Delta\tau}P_k\,dx$, the probability that a Poisson number of mean $\Delta\tau$ exceeds $k$. That falls steadily with $k$. Because $n_1$ was in fact higher soon after the jump than later, the maximum can move up from the dimers, but it stays below $2+\Delta\tau$ in the example.

## When the second maximum fails to appear

**The first islands must have grown.** The two maxima of the history are about $\tau_0$ apart on the clock, while the blur at age $x$ has width $\sqrt{x}$. If the jump comes so early that $\tau_0$ is not several times the final blur, they can merge. In the mean-field example below, moving the jump from 0.10 to 0.02 ML, with the final coverage held fixed, already leaves one maximum, although the two maxima of the history are still about 12 apart on the clock. With the jump at 0.002 ML there is also one maximum, but there the adatom density has barely passed its first maximum, so the history has hardly any dip to blur.

**The rise must be fast on the coverage scale.** From $n_1\propto F/N$,

$$\frac{d\ln n_1}{d\theta}=\frac{d\ln F}{d\theta}-\frac{d\ln N}{d\theta},$$

and at the start of a ramp $d\ln N/d\theta=1/(3\theta_0)$. For $F\propto\exp[\lambda(\theta/\theta_0-1)]$, the initial slope of $\ln n_1$ against $\theta/\theta_0$ is $\lambda-1/3$. The full equations at $D/F=10^{10}$ give $-0.132$ for $\lambda=0.2$ and $+0.267$ for $\lambda=0.6$, as predicted. The slower ramp lets new islands absorb the extra atoms. The condition applies at each coverage, so a slow ramp that continues for long must be checked again with the current $d\ln N/d\theta$.

**The jump must be large enough** for its trace to survive the blur. In the mean-field example, with everything else fixed, a valley deeper than 0.1% of the lower maximum first appears between $r=1.13$ and $r=1.14$.

**Enough must be deposited after the jump** for the new islands to outnumber those of slightly larger size. In the mean-field example with $r=10$, a further 0.0003 ML still leaves one maximum, while 0.001 ML already gives two.

## A worked example

Take a cooled fcc metal (100) surface with rough, round parameters: temperature 210 K, hop barrier 0.40 eV, attempt rate $10^{13}$ s$^{-1}$ and site spacing 0.29 nm. The hop rate is $2.51\times10^3$ s$^{-1}$, and $D$ is a quarter of it, 629 sites$^2$/s. The flux is 0.003 ML/s up to 0.10 ML, so $D/F_1=2.1\times10^5$; it then jumps to 0.03 ML/s until 0.14 ML.

Real capture depends on an island's size and surroundings, so the same case was simulated on a lattice of 2048 × 2048 sites. Adatoms hop at random. Two that meet form an island, which covers the meeting site and the sites they came from, so a dimer can cover three sites. An atom that reaches an island sticks at the site it came from. The islands thus occupy area, but atoms do not move along their edges. Atoms landing on an island are counted as part of it. The simulation up to the jump gives effective values $\sigma=4.93$ and $\sigma_1=1.32$ for use in the mean-field equations.

The quasi-steady law then predicts

$$N_0=\left[\frac{3\times1.32}{4.93^2}\times\frac{0.10}{2.1\times10^5}\right]^{1/3}\approx4.3\times10^{-3}\ \text{per site}.$$

The full mean-field equations give $4.1\times10^{-3}$ and the simulation $4.3\times10^{-3}$. This agreement is not independent evidence, since the capture numbers come from the same simulation.

After the jump the law gives $N/N_0=(1+10\times0.4)^{1/3}=1.71$, the full mean-field equations 1.64, and the simulation 1.28. The first difference reflects the condition $rn_1\ll N_0$, which is poorly met: $rn_1=2.3\times10^{-3}$ is more than half of $N_0$, and the adatom density rises by a factor 7.7 instead of 10. The second difference is a failure of constant capture numbers: mean-field theory creates about twice as many new islands as the simulation. Islands capture better as they spread over the surface: measured over separate coverage intervals of the simulation, $\sigma$ rises from about 3 in the first 0.03 ML to about 10 after the jump. With the capture numbers measured after the jump, the mean-field equations started from the simulated surface also give a growth of 1.28.

The mean-field distribution has maxima at 4 and 37 atoms and a valley at 15, where the density is 0.54 of the lower maximum. In the simulation the counts are:

| Atoms in island | With jump | Without jump |
|---|---:|---:|
| 2–5 | 4683 | 838 |
| 6–9 | 1622 | 950 |
| 10–13 | 1258 | 1206 |
| 18–21 | 1436 | 1429 |
| 26–29 | 1725 | 1632 |
| 34–37 | 1530 | 1588 |
| 42–45 | 1206 | 1265 |

Both columns start from the same surface at 0.10 ML and end at the same coverage. The jump creates about seven times as many new islands as steady deposition does. In running sums over five sizes, the valley in this run lies at 0.71 of the lower maximum, a depth of about ten standard errors of counting noise. The ratio itself can shift by several hundredths, up to about 0.1, with the random numbers and the size of the lattice. Without the jump no significant valley is found.

Birth labels identify the cause. Of the islands in the five-size window at the small-size maximum, 89% were born after the jump. The 564 old ones there are far fewer than the 1548 islands of all ages in an equally wide window at the valley, and the old islands taken alone show no significant valley. The simulation also shows something that mean-field theory misses: its small-size maximum lies at dimers, the lower edge of the distribution, and not at a few atoms. The distribution is bimodal in the sense of two maxima separated by a valley, but one of them is an edge maximum.

## How far this carries over to a real surface

Barriers of a few tenths of an electronvolt and fluxes of $10^{-3}$ to $10^{-1}$ ML/s are reasonable for metal deposition in the laboratory. In the simulation the island density rises from $5.1\times10^{12}$ to $6.5\times10^{12}$ cm$^{-2}$; these are results of the model, not measurements.

Before the jump an island catches about 0.70 atoms per second. With an assumed bond energy of 0.25 eV, a dimer breaks up at $2.5\times10^{-3}$ s$^{-1}$, which is slow enough to ignore. Desorption is negligible for an assumed adsorption energy of 2.5 eV. At most 14% of the flux lands on islands. The simulation includes this effect; the mean-field equations have no separate term for it, but the fitted $\sigma$ absorbs part of it, because it counts every atom that joins an island.

Dimer motion is the most delicate assumption. With a dimer hop barrier of 0.50 eV, a dimer that caught atoms as fast as an average island would make about 14 hops before its next atom and have roughly a 7% chance of meeting an island first. Dimers are small, however, and in the simulation those present just before the jump catch atoms at only about 0.4 of the average rate. That means some 35 to 40 hops and a chance of the order of 20%, so dimer motion is not negligible even here. After the jump the wait is about eight times shorter, because the adatom density rises by about that factor. The effect depends exponentially on the barrier. If dimers moved as easily as adatoms, at 0.40 eV, they would hop about 250 times faster, and the assumption of immobile dimers would fail. The simulation also counts islands that touch as separate, whereas a microscope would show them as one. At the final coverage of 0.14 ML, counting them as one lowers the number of islands by about 3% and leaves the valley in place; at higher coverage the effect grows. Diffusion along island edges, which makes islands compact, is left out too, and its effect on the depth of the valley has not been estimated. The numerical output below gives the remaining values.

## Computed values

```
T = 210 K, hop barrier = 0.40 eV
attempt rate = 1.0e+13 1/s, spacing = 0.29 nm
hop rate = 2514 1/s, D = 628.6 sites^2/s
flux = 0.003 -> 0.03 ML/s, initial D/F = 2.095e+05
coverage at jump, end = 0.1, 0.14 ML
lattice sites = 4194304
capture numbers sigma, sigma1 = 4.932, 1.316
-- lattice simulation --
islands/site at jump = 4.276e-03 = 5.085e+12 cm^-2
islands/site at end = 5.486e-03 = 6.524e+12 cm^-2
islands/site at end, no jump = 4.440e-03
new islands, jump / no jump = 7.40
5-size sums: peaks at s = 4, 27; valley s = 11
most common single size below valley = 2
valley / lower peak = 0.710, z = 10.3
no jump: ratio = 0.998, z = 0.1
old islands only: ratio = 0.992, z = 0.3
young share in small-size peak = 0.892
old islands in that peak = 564, all islands at valley = 1548
young share below valley = 0.763
sizes (atoms): islands with jump / without
   2- 5:  4683 /   838
   6- 9:  1622 /   950
  10-13:  1258 /  1206
  14-17:  1317 /  1298
  18-21:  1436 /  1429
  22-25:  1700 /  1569
  26-29:  1725 /  1632
  30-33:  1720 /  1654
  34-37:  1530 /  1588
  38-41:  1376 /  1401
  42-45:  1206 /  1265
  46-49:  1021 /  1024
  50 up:  2418 /  2768
-- mean field, same parameters --
islands/site at jump, end = 4.050e-03, 6.631e-03
adatoms/site before jump = 2.320e-04
adatoms/site, maximum after = 1.795e-03
clock at jump, gain after = 36.21, 6.26
peaks at s = 4, 37; valley s = 15
valley / lower peak = 0.541
smallest r with two peaks = 1.14
ratio: steady 1.000, drop to 0.2 1.000, jump at 0.002 ML 1.000
Poisson solution error = 3.9e-06 of maximum
-- limit D/F = 1e+10, sigma = 4.0, sigma1 = 2.0: full / law --
N at jump = 1.5505e-04 / 1.5536e-04 per site
N end/N jump = 1.7077 / 1.7100
clock at jump = 969.4 / 965.5
clock gain = 185.34 / 185.76
adatom rise = 9.903 / 10.000
ramp 0.2, 0.6: adatom log slope = -0.132, 0.267
-- neglected effects --
atom capture per island before jump = 0.702 1/s
dimer breakup (0.25 eV bond) = 2.52e-03 1/s
dimer hops (0.5 eV) before next atom = 14.3
chance that dimer meets island = 0.075
desorption (2.5 eV) = 1.0e-47 1/s
flux landing on islands at end, at most = 0.14
```
